# Traces of Jz, the Brillouin Function and Bernoulli Polynomials

## The problem

An angular momentum multiplet with quantum number $j=0,\tfrac12,1,\dots$ has $2j+1$ states $|m\rangle$, with $J_z|m\rangle=m|m\rangle$ and $m=-j,-j+1,\dots,j$. Units with $\hbar=1$ are used, so $J_z$ is a pure number. All traces run over this one multiplet, and $x$ is real unless stated otherwise.

1. Sum $Z(x)=\mathrm{Tr}\,e^{xJ_z}$ in closed form.
2. Find the mean $\langle J_z\rangle$ in the state $\rho=e^{xJ_z}/Z(x)$. For $j>0$, write it as $j\,\mathcal B_j(y)$ with $y=jx$; the function $\mathcal B_j$ is the Brillouin function. Find its behaviour at large and small $x$, including the first correction to the linear law and the range in which the power series converges.
3. Express $\mathrm{Tr}\,J_z^p$, for integer $p\ge0$, through the Bernoulli polynomials $B_n(u)$ defined by
$$\frac{t\,e^{ut}}{e^t-1}=\sum_{n=0}^{\infty}B_n(u)\frac{t^n}{n!},\qquad |t|<2\pi .$$
4. Apply the results to a free Gd$^{3+}$ ion in a magnetic field, with a level spacing of 0.0005 eV, at $kT=0.001$ eV and at $kT=0.01$ eV.

The script letter $\mathcal B_j$ denotes the Brillouin function and the plain letter $B_n$ a Bernoulli polynomial. They are different functions.

## Hints

**For part 1.** In the eigenbasis of $J_z$ the trace is a geometric sum. Make the result symmetric by taking a factor $e^{x/2}$ out of numerator and denominator.

**For part 2.** Differentiating $e^{mx}$ with respect to $x$ brings down a factor $m$. What does this say about the derivative of $\ln Z$? For small $x$ you need $\coth z$ up to the term in $z^3$. For the convergence, ask where $Z$ vanishes in the complex plane.

**For part 3.** Before it is made symmetric, the geometric sum is a difference of two exponentials over $e^x-1$. Compare it with the generating function.

**For part 4.** The electronic moment points opposite to $\mathbf J$. Choose the $z$ axis so that the Hamiltonian is $-\Delta J_z$ with $\Delta>0$.

## Solution

### 1. The trace

The operator $e^{xJ_z}$ is diagonal in the basis $|m\rangle$, with entries $e^{mx}$. Put $m=-j+k$, where $k=0,1,\dots,2j$:
$$Z(x)=\sum_{m=-j}^{j}e^{mx}=e^{-jx}\sum_{k=0}^{2j}e^{kx}.$$
For $x\neq0$ the geometric sum of $2j+1$ terms gives
$$Z(x)=e^{-jx}\,\frac{e^{(2j+1)x}-1}{e^x-1}=\frac{e^{(j+1)x}-e^{-jx}}{e^x-1}.\tag{1}$$
Multiply numerator and denominator by $e^{-x/2}$. The numerator becomes $e^{(j+1/2)x}-e^{-(j+1/2)x}$ and the denominator $e^{x/2}-e^{-x/2}$, so
$$Z(x)=\frac{\sinh\big[(j+\tfrac12)x\big]}{\sinh(x/2)}.\tag{2}$$
At $x=0$ the formula is read as a limit. Since $\sinh z\approx z$, the limit is $(j+\tfrac12)/\tfrac12=2j+1$, the number of states. The derivation used only the unit step between neighbouring $m$ values, so it covers integer and half-integer $j$ alike. For $j=0$ it gives $Z=1$, as it must for a single state with $m=0$.

### 2. The mean and the Brillouin function

The mean is
$$\langle J_z\rangle=\frac{\sum_m m\,e^{mx}}{\sum_m e^{mx}}=\frac{Z'(x)}{Z(x)}=\frac{d\ln Z}{dx}.$$
For $x>0$, equation (2) gives $\ln Z=\ln\sinh[(j+\tfrac12)x]-\ln\sinh(x/2)$. The derivative of $\ln\sinh(ax)$ is $a\coth(ax)$, hence
$$\langle J_z\rangle=\big(j+\tfrac12\big)\coth\big[(j+\tfrac12)x\big]-\tfrac12\coth\frac x2 .\tag{3}$$
For $x<0$ the same formula holds: $Z$ is even in $x$, so its logarithmic derivative is odd, and the right side of (3) is odd too.

Now let $j>0$ and $x=y/j$. The two arguments become $(2j+1)y/(2j)$ and $y/(2j)$. Dividing (3) by $j$ gives
$$\mathcal B_j(y)=\frac{2j+1}{2j}\coth\frac{(2j+1)y}{2j}-\frac1{2j}\coth\frac{y}{2j},\qquad \langle J_z\rangle=j\,\mathcal B_j(jx).\tag{4}$$
Thus $\mathcal B_j$ is the mean projection as a fraction of its largest value $j$.

**Large $x$.** Use $\coth z=1+2/(e^{2z}-1)$ in (3). The constants add up to $j+\tfrac12-\tfrac12=j$, and
$$j-\langle J_z\rangle=\frac1{e^x-1}-\frac{2j+1}{e^{(2j+1)x}-1}.$$
For $j>0$ the first term dominates as $x\to\infty$, so $j-\langle J_z\rangle\approx e^{-x}$. This is the weight of the state $m=j-1$ relative to $m=j$, and that state has lost one unit of projection. Saturation is therefore approached exponentially, because a finite gap separates the lowest level from the next.

**Small $x$.** The series of $\coth z$ follows from those of $\cosh z$ and $\sinh z$:
$$\coth z=\frac1z\,\frac{1+\frac{z^2}{2}+\frac{z^4}{24}+\dots}{1+\frac{z^2}{6}+\frac{z^4}{120}+\dots}.$$
The reciprocal of the denominator is $1-\frac{z^2}{6}+\big(\frac1{36}-\frac1{120}\big)z^4+\dots=1-\frac{z^2}{6}+\frac{7z^4}{360}+\dots$. In the product, the coefficient of $z^2$ is $\frac12-\frac16=\frac13$, and that of $z^4$ is $\frac1{24}-\frac1{12}+\frac7{360}=-\frac1{45}$. Therefore
$$\coth z=\frac1z+\frac z3-\frac{z^3}{45}+\dots$$
Write $a=j+\tfrac12$ and insert this in (3). Each of the two terms contributes $1/x$, with opposite signs, so the poles cancel:
$$\langle J_z\rangle=\frac{a^2-\frac14}{3}\,x-\frac{a^4-\frac1{16}}{45}\,x^3+\dots$$
Here $a^2-\frac14=j(j+1)$, and $a^4-\frac1{16}=(a^2-\frac14)(a^2+\frac14)=j(j+1)(j^2+j+\frac12)$. The result is
$$\langle J_z\rangle=\frac{j(j+1)}3\,x-\frac{j(j+1)(2j^2+2j+1)}{90}\,x^3+\dots\tag{5}$$

The Curie slope $j(j+1)/3$ is the slope of $\langle J_z\rangle$ as a function of $x$. The slope of $\mathcal B_j$ in its own argument is different. From $\mathcal B_j=\langle J_z\rangle/j$ and $x=y/j$ it is $j(j+1)/(3j^2)=(j+1)/(3j)$.

For independent moments with level spacing $\Delta$, the variable is $x=\Delta/kT$. At fixed $\Delta$ the linear term is proportional to $1/T$, which is Curie's law. The size of the cubic term relative to the linear one is $(2j^2+2j+1)x^2/30$, and the linear law needs this ratio to be small. For large $j$ the ratio is about $j^2x^2/15=(2j\Delta/kT)^2/60$, so the condition involves the full width $2j\Delta$ of the multiplet and reads $(2j\Delta/kT)^2\ll60$; a width equal to $kT$ then gives a ratio of about $1/60$. This is much stricter than $x\ll1$ only for $j$ well above $7/2$. For $j=7/2$ the ratio is $1.08\,x^2$, so the two conditions nearly coincide, and a width equal to $kT$ gives $1/45$. For $j=\tfrac12$ the ratio is $x^2/12$.

**Convergence.** For complex $x$, $Z$ is a finite sum of exponentials and has no singularities, so $Z'/Z$ can be singular only at a zero of $Z$. By (2), zeros require $(j+\tfrac12)x=i\pi k$ with integer $k\neq0$. For $j>0$ the nearest candidates are
$$x=\pm iR,\qquad R=\frac{2\pi}{2j+1}.$$
They are true zeros, since $R<2\pi$ and the denominator $\sinh(x/2)$ does not vanish there. The series (5) thus converges for $|x|<R$. The closed form (3) holds for every real $x\neq0$, and its limit as $x\to0$ is the correct mean, zero. The restriction $|x|<R$ concerns the expansion alone.

**The slope as a fluctuation.** Differentiating $Z'/Z$ once more gives
$$\frac{d\langle J_z\rangle}{dx}=\frac{Z''}{Z}-\Big(\frac{Z'}{Z}\Big)^2=\langle J_z^2\rangle-\langle J_z\rangle^2 .$$
At $x=0$ all states have equal weight and the mean is zero, so the slope is $\mathrm{Tr}\,J_z^2/(2j+1)$. Rotations turn $J_x$ and $J_y$ into $J_z$ without changing traces, so the three squares have equal traces. Their sum is the trace of $\mathbf J^2=j(j+1)$, which is $j(j+1)(2j+1)$. Hence
$$\mathrm{Tr}\,J_z^2=\frac{j(j+1)(2j+1)}3,\tag{6}$$
and the slope is again $j(j+1)/3$. The factor $1/3$ expresses the equal share of three directions.

### 3. Traces of powers

Expanding the exponential in the trace gives
$$Z(x)=\sum_{p=0}^{\infty}\mathrm{Tr}(J_z^p)\,\frac{x^p}{p!},$$
where $J_z^0$ is the identity. On the other side, write (1) as
$$Z(x)=\frac1x\left[\frac{x\,e^{(j+1)x}}{e^x-1}-\frac{x\,e^{-jx}}{e^x-1}\right].$$
Each term in the bracket is a generating function, with $u=j+1$ and $u=-j$. For $0<|x|<2\pi$,
$$Z(x)=\sum_{n=0}^{\infty}\big[B_n(j+1)-B_n(-j)\big]\frac{x^{n-1}}{n!}.$$
The term $n=0$ vanishes because $B_0(u)=1$. Set $n=p+1$ and use $(p+1)!=(p+1)\,p!$. Equating coefficients of $x^p/p!$ yields
$$\mathrm{Tr}\,J_z^p=\frac{B_{p+1}(j+1)-B_{p+1}(-j)}{p+1}.\tag{7}$$

The two values are related by a reflection. Replace $u$ by $1-u$ in the generating function:
$$\frac{t\,e^{(1-u)t}}{e^t-1}=\frac{t\,e^{-ut}}{1-e^{-t}}=\frac{(-t)\,e^{u(-t)}}{e^{-t}-1}.$$
This is the original function at $-t$, so $B_n(1-u)=(-1)^nB_n(u)$. With $u=j+1$ we get $B_{p+1}(-j)=(-1)^{p+1}B_{p+1}(j+1)$, and (7) becomes
$$\mathrm{Tr}\,J_z^p=\frac{1+(-1)^p}{p+1}\,B_{p+1}(j+1).\tag{8}$$
Odd powers have zero trace, as the pairing of $m$ with $-m$ requires. For even $p$ the prefactor is $2/(p+1)$.

To use (8) we need the polynomials. Differentiating the generating function with respect to $u$ multiplies it by $t$, which gives $B_n'(u)=n\,B_{n-1}(u)$. Integrating it over $u$ from 0 to 1 gives 1, so $\int_0^1B_n\,du=0$ for $n\ge1$, and this fixes each integration constant. Starting from $B_0=1$:
$$B_1=u-\tfrac12,\qquad B_2=u^2-u+\tfrac16,$$
$$B_3=u^3-\tfrac32u^2+\tfrac12u=u(u-\tfrac12)(u-1),$$
$$B_4=u^4-2u^3+u^2-\tfrac1{30},$$
$$B_5=u^5-\tfrac52u^4+\tfrac53u^3-\tfrac16u=u(u-\tfrac12)(u-1)(u^2-u-\tfrac13).$$
At $u=j+1$ we have $u(u-1)=j(j+1)$ and $u-\tfrac12=j+\tfrac12$. For $p=0$, (8) gives $2(j+\tfrac12)=2j+1$. For $p=2$ it gives $\tfrac23j(j+1)(j+\tfrac12)$, in agreement with (6). For $p=4$,
$$\mathrm{Tr}\,J_z^4=\tfrac25\,j(j+1)(j+\tfrac12)(j^2+j-\tfrac13)=\frac{j(j+1)(2j+1)(3j^2+3j-1)}{15}.$$

These traces also explain the cubic term in (5). Let $\mu_p=\mathrm{Tr}\,J_z^p/(2j+1)$. Then
$$\ln\frac{Z}{2j+1}=\ln\Big(1+\frac{\mu_2x^2}2+\frac{\mu_4x^4}{24}+\dots\Big)=\frac{\mu_2x^2}2+\Big(\frac{\mu_4}{24}-\frac{\mu_2^2}8\Big)x^4+\dots,$$
and the derivative has the cubic coefficient $(\mu_4-3\mu_2^2)/6$. With $s=j(j+1)$, $\mu_2=s/3$ and $\mu_4=s(3s-1)/15$, this equals $-s(2s+1)/90$, as in (5).

### 4. A free Gd$^{3+}$ ion

The ion has seven 4f electrons. In its ground multiplet their spins are parallel, so $S=7/2$, and each of the seven orbitals is occupied once, so $L=0$. Hence $j=7/2$. We take $g=2$.

The moment is $-g\mu_B\mathbf J$, and its energy in a field $\mathbf F$ (a flux density) is $+g\mu_B\mathbf J\cdot\mathbf F$. With the $z$ axis opposite to $\mathbf F$, this becomes $H=-\Delta J_z$, where $\Delta=g\mu_BF$. The thermal state is then $e^{xJ_z}/Z$ with $x=\Delta/kT$. A positive $\langle J_z\rangle$ means a moment $g\mu_B\langle J_z\rangle$ along the field. With $g=2$ the spacing $\Delta=0.0005$ eV corresponds to 4.32 T. In the real ion, spin-orbit coupling mixes a few per cent of states with $L\neq0$ into the ground multiplet and lowers $g$ by a few tenths of a per cent, which moves the field to about 4.33 T. The value $j=7/2$ is unchanged, and the next multiplet lies about 4 eV higher, far above $kT$.

For $j=7/2$ the Curie slope is $\tfrac13\cdot\tfrac72\cdot\tfrac92=5.25$, the cubic coefficient is $-5.6875$, and $R=2\pi/8=0.785$.

**Cold case, $kT=0.001$ eV (11.6 K).** Here $x=0.5$, and
$$Z=\frac{\sinh2}{\sinh0.25}=14.357,\qquad\langle J_z\rangle=4\coth2-\tfrac12\coth0.25=2.108 .$$
The ion reaches $2.108/3.5=60.2\%$ of saturation. Its mean energy is $-0.0005\times2.108=-1.054\times10^{-3}$ eV. The lowest level, $m=+7/2$, has population $e^{1.75}/Z=0.401$, and the highest has $e^{-1.75}/Z=0.012$.

The Curie line gives $5.25\times0.5=2.625$, which is 24.5% above the full $\langle J_z\rangle$. Adding the cubic term, $-5.6875\times0.125=-0.711$, gives 1.914, now about 9% below it. The value $x=0.5$ lies inside the convergence range but not far inside. Near $\pm iR$ the function $Z'/Z$ behaves as $1/(x\mp iR)$, and the two poles together give $2x/(x^2+R^2)$. Successive terms of the series therefore alternate in sign, with a ratio that tends to $-(x/R)^2\approx-0.41$ at high order. Several terms would be needed for good accuracy, whereas (3) needs none.

**Warm case, $kT=0.01$ eV (116 K).** Now $x=0.05$, $Z=8.053$ and $\langle J_z\rangle=0.2618$, or 7.5% of saturation. The mean energy is $-1.309\times10^{-4}$ eV. The extreme populations are 0.148 and 0.104, which differ from the uniform value $1/8$ by about 18% and 17%. The Curie line gives 0.2625, an excess of 0.27% over the full value. The estimate $(2j^2+2j+1)x^2/30=32.5\times0.0025/30$ gives the same 0.27%.

**Traces.** The Bernoulli argument is $u=9/2$. From the factored form, $B_3(\tfrac92)=\tfrac92\cdot4\cdot\tfrac72=63$, so $\mathrm{Tr}\,J_z^2=\tfrac23\cdot63=42$. Direct summation agrees: $2(49+25+9+1)/4=42$. Dividing by the eight states returns the slope 5.25. Next, $B_5(\tfrac92)=3885/4$ gives $\mathrm{Tr}\,J_z^4=\tfrac25\cdot3885/4=388.5$.

The model treats one isolated ion. It leaves out interactions between ions, the crystal field of a solid, excited multiplets and the small departure of $g$ from 2. In a solid, a crystal field generally makes the level spacings unequal, and (1) then no longer holds exactly. The error depends on the size of the splitting relative to $\Delta$ and $kT$. For example, an axial term $DJ_z^2$ with $|D|=0.05$ cm$^{-1}$ ($6\times10^{-6}$ eV) shifts the cold-case mean 2.108 by about 0.03. Interactions between ions couple their states, so that the ions can no longer be treated one at a time. If isotropic exchange is replaced by a mean field along the applied one, the levels stay equally spaced and only the value of $\Delta$ changes.

## Variation 1: the smallest and the largest moments

*Simplify $\langle J_z\rangle$ for $j=\tfrac12$, and find $\mathcal B_j(y)$ for $j\to\infty$ at fixed $y>0$.*

For $j=\tfrac12$, (3) reads $\coth x-\tfrac12\coth(x/2)$. With $c=\coth(x/2)$, the double-argument formula is $\coth x=(c^2+1)/(2c)$. The difference is $1/(2c)$, so
$$\langle J_z\rangle=\tfrac12\tanh\frac x2 .$$
Its slope at the origin is $\tfrac14$, equal to $\tfrac13\cdot\tfrac12\cdot\tfrac32$.

For large $j$, set $\varepsilon=1/(2j)$ in (4):
$$\mathcal B_j(y)=(1+\varepsilon)\coth[(1+\varepsilon)y]-\varepsilon\coth(\varepsilon y).$$
The last term is $1/y+O(\varepsilon^2)$. Expanding the first to order $\varepsilon$, with $(\coth y)'=-1/\sinh^2y$, gives
$$\mathcal B_j(y)=\coth y-\frac1y+\frac1{2j}\Big(\coth y-\frac{y}{\sinh^2y}\Big)+O(j^{-2}).$$
The limit $\coth y-1/y$ is the Langevin function of a classical moment that can point in any direction. The quantum correction falls as $1/j$. Keeping $y=jx$ fixed means that the level spacing shrinks relative to $kT$ as the number of levels grows.

## Variation 2: an arbitrary axis

*For a real vector $\mathbf a=x\,\mathbf n$ with $|\mathbf n|=1$ and $x>0$, find $\mathrm{Tr}\,e^{\mathbf a\cdot\mathbf J}$, the mean vector $\langle\mathbf J\rangle$, and $\mathrm{Tr}\,J_\alpha J_\beta$.*

A rotation $U$ that carries the $z$ axis to $\mathbf n$ gives $\mathbf n\cdot\mathbf J=UJ_zU^\dagger$. The trace is cyclic, so $\mathrm{Tr}\,e^{\mathbf a\cdot\mathbf J}=Z(x)$, and the mean component along $\mathbf n$ is $j\,\mathcal B_j(jx)$ for $j>0$. A rotation by $\pi$ about $\mathbf n$ leaves the state unchanged but reverses the components perpendicular to $\mathbf n$, so their means vanish. Hence $\langle\mathbf J\rangle=\mathbf n\,j\,\mathcal B_j(jx)$.

At second order in $\mathbf a$, equality of the traces requires
$$\sum_{\alpha\beta}a_\alpha a_\beta\,\mathrm{Tr}\,J_\alpha J_\beta=|\mathbf a|^2\,\mathrm{Tr}\,J_z^2 .$$
Since $\mathrm{Tr}\,J_\alpha J_\beta$ is symmetric in its indices by cyclicity, and $\mathbf a$ is arbitrary,
$$\mathrm{Tr}\,J_\alpha J_\beta=\delta_{\alpha\beta}\,\frac{j(j+1)(2j+1)}3 .$$
The components of $\mathbf J$ do not commute, yet different components are uncorrelated in the state with all levels equally populated.

All numerical values are calculated from the stated model.
